# Brown–Ravenhall dissolution in a finite basis: finding the degeneracy and projecting it out

## Question

I am trying to understand why relativistic many-electron theory needs a projected Hamiltonian. The argument I know is that the two-electron Dirac–Coulomb operator has no proper bound states, because a bound level can mix with configurations in which one electron has gone up into the positive continuum and the other down into the negative one.

To see this, I diagonalized the operator for a heliumlike ion ($Z=32$) in a basis of twelve Gaussians. I do find a huge number of levels below the expected ground state. But somewhere in the list sits a level that looks like a perfectly healthy $1s^2$ state. Nothing has dissolved.

Is the effect real? If so, which configurations are responsible, how can I make them visible in a finite matrix, and does projection cure the problem or only hide it?

## Answer

The degeneracy is real, but a finite basis replaces each continuum by a few discrete levels, and a basis as small as yours is very unlikely, unless tuned, to have a pair level close enough to your bound state to mix with it visibly. You have to tune the basis until one coincides.

### Which configurations are degenerate

I use hartree atomic units and measure one-electron energies from $+mc^2$. The positive continuum then starts at $0$ and the negative continuum ends at $-2c^2$. The Hamiltonian is

$$H=h(1)+h(2)+\frac{1}{r_{12}},$$

with $h$ the Dirac operator in the field of a fixed point nucleus.

Drop the repulsion for a moment. A pair with one positive-energy electron $p$ and one negative-energy electron $n$ matches $1s^2$ when

$$\varepsilon_p+\varepsilon_n=2\varepsilon_{1s}
\quad\Rightarrow\quad
\varepsilon_p=2\varepsilon_{1s}-\varepsilon_n\ \ge\ 2c^2+2\varepsilon_{1s},$$

because $\varepsilon_n\le-2c^2$. The exact $1s$ energy is $\varepsilon_{1s}=c^2\big[\sqrt{1-(Z/c)^2}-1\big]>-c^2$ for $Z<c$, so the right-hand side is positive. Hence every $\varepsilon_n$ in the negative continuum has a partner $\varepsilon_p$ in the positive one, and the bound energy lies inside a continuum of pair energies.

Two negative-energy electrons have at most $-4c^2$, below $2\varepsilon_{1s}>-2c^2$, so they cannot match. A single electron has no such problem either: its bound level sits in the gap between the continua. It takes two electrons to conserve energy while one rises and the other falls.

### The model

Put both electrons in $s_{1/2}$ orbitals ($\kappa=-1$) with total $J=0$. With radial functions $P$ (large) and $Q$ (small), the one-electron equations are

$$VP-c\left(\frac{d}{dr}+\frac1r\right)Q=\varepsilon P,\qquad
c\left(\frac{d}{dr}-\frac1r\right)P+(V-2c^2)Q=\varepsilon Q,$$

where $V=-Z/r$. When $|V|$ and $|\varepsilon|$ are small compared with $2c^2$, the second equation gives $Q\approx\frac{1}{2c}(d/dr-1/r)P$. This fixes the shape of the small-component basis (kinetic balance). For $P=re^{-\alpha r^2}$,

$$\left(\frac{d}{dr}-\frac1r\right)re^{-\alpha r^2}=(1-2\alpha r^2)e^{-\alpha r^2}-e^{-\alpha r^2}=-2\alpha r^2e^{-\alpha r^2}.$$

The coefficients of the large and small functions remain independent. With $N=12$ exponents there are 24 orbitals; in the tuned basis used below, 12 lie below $-2c^2$ and 12 above it.

**Repulsion.** The angular spinor of the small component is, up to a phase, $(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi_m$, where $\chi_m$ belongs to the large one. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, both components give the same angular density, $\chi_m^\dagger\chi_{m'}=\delta_{mm'}/4\pi$. It is isotropic, so $1/r_{12}$ may be averaged over directions, which leaves $1/\max(r,s)$:

$$(ac|bd)=\int_0^\infty\!\!\int_0^\infty\frac{\rho_{ac}(r)\,\rho_{bd}(s)}{\max(r,s)}\,dr\,ds,\qquad \rho_{ac}=P_aP_c+Q_aQ_c .$$

The basic integral has densities $r^2e^{-pr^2}$ and $s^2e^{-qs^2}$. Integrating by parts, the potential of the first is

$$\frac1s\int_0^s r^2e^{-pr^2}dr+\int_s^\infty re^{-pr^2}dr
=\left[-\frac{e^{-ps^2}}{2p}+\frac{1}{2ps}\int_0^s e^{-pr^2}dr\right]+\frac{e^{-ps^2}}{2p}.$$

The exponentials cancel. Multiplying by $s^2e^{-qs^2}$ and doing the $s$ integral first gives

$$\frac1{2p}\int_0^\infty\! dr\,e^{-pr^2}\!\int_r^\infty\! se^{-qs^2}ds
=\frac{1}{4pq}\int_0^\infty e^{-(p+q)r^2}dr=\frac{\sqrt\pi}{8pq\sqrt{p+q}} .$$

Small-component densities contain $r^4$ instead of $r^2$; they follow by applying $-\partial/\partial p$ or $-\partial/\partial q$.

**Coupling.** For $J=0$ the part of the state that depends on $m$ is antisymmetric, so the radial part is symmetric. The pair state has radial part $[p(1)n(2)+n(1)p(2)]/\sqrt2$. Orbital orthogonality removes the one-electron terms, leaving

$$\langle 1s^2|H|pn\rangle=\frac{1}{\sqrt2}\big[(1s\,p|1s\,n)+(1s\,n|1s\,p)\big]=\sqrt2\,(1s\,p|1s\,n).$$

Nothing in the symmetry makes this vanish.

The 300 pair states divide into 78 of type $++$, 144 of type $+-$ and 78 of type $--$.

### What happens at a degeneracy

Let $\Phi$, with energy $E_0$, be the lowest eigenstate of the $++$ block. Diagonalize $H$ in the space orthogonal to $\Phi$; call the levels $\omega_k$, the states $\chi_k$, and the real couplings $v_k=\langle\Phi|H|\chi_k\rangle$. For an eigenstate $a\Phi+\sum_kb_k\chi_k$ of the full matrix with energy $\lambda$,

$$E_0a+\sum_kv_kb_k=\lambda a,\qquad v_ka+\omega_kb_k=\lambda b_k .$$

The second equation gives $b_k=v_ka/(\lambda-\omega_k)$. Inserting this in the first gives

$$\lambda-E_0=\sum_k\frac{v_k^2}{\lambda-\omega_k}.$$

Suppose one level $\omega_j$ is close to $E_0$ and the others are far away compared with their couplings. In the distant terms replace $\lambda$ by $E_0$; they add up to a small shift

$$s=\sum_{k\ne j}\frac{v_k^2}{E_0-\omega_k}.$$

Define $\mu=\lambda-E_0-s$, the detuning $x=\omega_j-E_0-s$, and $v=v_j$. Then $\lambda-\omega_j=\mu-x$, and

$$\mu(\mu-x)=v^2\quad\Rightarrow\quad \mu_\pm=\tfrac12\left(x\pm D\right),\qquad D=\sqrt{x^2+4v^2}.$$

The two levels never come closer than $2|v|$, which they reach at $x=0$.

For the composition, neglect the small amplitudes on distant levels. From the equation for $\mu$, $b_j/a=v/(\mu-x)=\mu/v$, so the weight of $\Phi$ is $v^2/(v^2+\mu^2)$. Because $\mu_+\mu_-=-v^2$, the lower state has

$$w_-=\frac{-\mu_+\mu_-}{-\mu_+\mu_-+\mu_-^2}=\frac{\mu_+}{\mu_+-\mu_-}=\frac12\left(1+\frac{x}{D}\right).$$

At $x=0$ this is one half, however small $v$ is. A weak coupling makes the resonance narrow, but does not protect the bound state when the levels coincide. Far away, with $|x|\gg|v|$, one eigenstate is almost pure $\Phi$.

### Tuning your basis

Take exponents from $10$ to $10^6$ bohr$^{-2}$ in geometric progression, with ratio 2.848, and multiply them all by $\eta$. At $\eta=1$ the result is what you describe: 187 levels lie below the bound-like one, yet the weight of $\Phi$ in that level is 1 to the eight decimals printed. The lowest level of the matrix is near $-8.1\times10^5$ hartree, so looking for the lowest energy would not find the ion.

Scanning $\eta$ from 1 to 2.848, I found seven crossings of a pair level with $E_0$, with couplings from $2.4\times10^{-4}$ to $1.80\times10^{-2}$ hartree. The strongest is at $\eta=1.32173$. The relevant energies there, in hartree, are:

- $\varepsilon_{1s}=-519.161$, against $-519.177$ from the exact Dirac formula.
- $2\varepsilon_{1s}=-1038.323$, and with the $1s$–$1s$ repulsion $J=20.414$, $2\varepsilon_{1s}+J=-1017.908$.
- $E_0=-1018.040$, lower by 0.132 because $\Phi$ may mix $++$ configurations.
- $\varepsilon_p=53489.415$ and $\varepsilon_n=-54580.475$, with sum $-1091.060$.

The bare pair is still $1091.060-1038.323=52.737$ hartree below the bare $1s^2$ level. The repulsion closes this distance. Its diagonal value in the pair is 73.012, which gives

$$-1091.060+73.012=-1018.048 .$$

This is within 0.01 hartree of $E_0$; mixing with the other states orthogonal to $\Phi$ supplies the rest. The degeneracy that matters is thus between interacting levels, not bare orbital sums. The crossing level is still this one configuration, with weight 1.0000.

The coupling predicts a splitting $2|v|=2\times0.01802=0.0360$ hartree. Diagonalizing the full matrix gives a minimum splitting of 0.0360 hartree (0.981 eV), and both states contain $\Phi$ with weight 0.5000. There is then no single eigenstate you could call the bound state. The passage through resonance looks like this:

| $x$ (hartree) | $\Phi$ weight, lower state | $\Phi$ weight, upper state |
|---:|---:|---:|
| $-0.108$ | 0.026 | 0.974 |
| $-0.018$ | 0.276 | 0.724 |
| $+0.018$ | 0.724 | 0.276 |
| $+0.108$ | 0.974 | 0.026 |

For the last row $x=6|v|$, and the formula gives $\frac12(1+6/\sqrt{40})=0.974$.

### Why you did not see it

The pair level moves very quickly with $\eta$. Treat $p$ and $n$ as free waves with momentum squared proportional to $\eta$, and let $W=\sqrt{c^4+c^2k^2}$ be the magnitude of the energy including rest mass. Then

$$\frac{dW}{d\eta}=\frac{c^2k^2}{2W\eta}=\frac{1}{2\eta}\left(W-\frac{c^4}{W}\right).$$

With $c^2=18778.9$, the two magnitudes are $W_p=53489.4+18778.9=72268.3$ and $W_n=54580.5-18778.9=35801.6$. The negative-energy electron contributes $-W_n$ to the pair energy, so the slope is approximately

$$\frac{(72268-4880)-(35802-9850)}{2\times1.3217}\approx1.57\times10^4\ \text{hartree}.$$

The program finds $1.62\times10^4$ for the interacting level relative to $E_0$. A change in $\eta$ of only $0.0360/16216\approx2.2\times10^{-6}$ therefore moves this pair level by a full splitting. An arbitrary choice of $\eta$ is unlikely to land in so narrow a window.

A larger basis brings more candidates. At $\eta=1$ and fixed exponent range, the number of bare $+-$ pairs within $c^2$ of $2\varepsilon_{1s}$ is 5, 14 and 24 for $N=8$, 12 and 16. More candidates do not by themselves mean stronger mixing, because the couplings shrink as the basis grows: the root-mean-square coupling of $\Phi$ to $+-$ configurations within $c^2$ of $E_0$ is 0.023, 0.009 and 0.006 hartree for $N=8$, 12 and 16. The finite matrices show the mechanism, a bound state mixing with a degenerate pair level, but a single avoided crossing does not give the width of $\Phi$ in the continuum limit, which would need the squared couplings weighted by the density of pair levels and converged in the basis. A decay into negative-energy states would in any case not be physical: with those states filled, the Pauli principle forbids an electron from falling into them.

### What projection does

Let $\Lambda_{++}$ project both electrons onto positive-energy eigenstates of $h$, bound states included. The no-pair Hamiltonian is

$$H_{++}=\Lambda_{++}H\Lambda_{++},$$

acting within the projected space. The configurations $pn$ are absent from this space, so $\Phi$ has nothing of that kind to mix with. That holds by construction; whether the remaining ground state is isolated needs an argument.

The repulsion is positive: $\langle\Psi|1/r_{12}|\Psi\rangle=\int|\Psi|^2/r_{12}\ge0$. By the min-max principle, adding a positive operator cannot lower any ordered level. Without repulsion, the second $++$ level in this model is $\varepsilon_{1s}+\varepsilon_{2s}$, so the second interacting level obeys $E_1\ge\varepsilon_{1s}+\varepsilon_{2s}$. Using $1s^2$ as a trial state gives $E_0\le2\varepsilon_{1s}+J$. Subtracting,

$$E_1-E_0\ \ge\ \varepsilon_{2s}-\varepsilon_{1s}-J=-130.177+519.161-20.414=368.570\ \text{hartree}.$$

The computed gap is 376.219 hartree. Both numbers belong to the twelve-exponent basis; with 20 to 30 exponents the gap and the bound each drop by about 0.05 hartree, to 376.168 and 368.515. Because the repulsion is positive, the projected spectrum is also bounded below by $2\varepsilon_{1s}=-1038.323$ hartree, and $E_0$ is its lowest level by definition, whereas 186 unprojected levels lie below the resonant doublet. Over the whole range of detunings in the table, $E_0$ changes by $1.8\times10^{-7}$ hartree, while the full eigenstates exchange their character.

The bound proves isolation only when $J<\varepsilon_{2s}-\varepsilon_{1s}$. With nonrelativistic hydrogenic values this reads $5Z/8<3Z^2/8$, or $Z>5/3$. For smaller $Z$ the bound is inconclusive, which does not by itself mean that the gap closes.

### What projection does not settle

"Positive energy" has to be defined by some one-electron field, and the no-pair energy depends on that choice. Keeping the true nuclear attraction in $H$ but changing the field that defines the projector, I get these changes in $E_0$:

- field of charge $Z-5/16$: $-2.6\times10^{-4}$ hartree ($-2.66\times10^{-4}$ with 28 to 30 exponents);
- no field (free electrons): $-4.3$ hartree ($-4.36$ with 28 to 30 exponents), or 0.43% of $|E_0|$.

So projection removes the mixing with $+-$ pairs, but it defines a family of models. The gap bound above was derived for the projector in the bare nuclear field. The energies also omit the Breit interaction, finite nuclear size, orbitals other than $s_{1/2}$ and virtual pairs, and the twelve-exponent basis leaves $2\varepsilon_{1s}$ about 0.03 hartree (0.8 eV) above its exact value; with 28 to 30 exponents $E_0$ falls by the same amount, to $-1018.069$ hartree. So $E_0=-1018.04$ hartree ($-27702$ eV) is the energy of this model in this basis, not a complete prediction for the ion.

For relativistic density functional theory, the Dirac–Kohn–Sham equation with a local potential is a one-electron problem, without an explicit $1/r_{12}$ to couple pair configurations. Its bound orbitals lie in the gap, and occupying these while leaving out the negative-energy solutions is the corresponding no-pair choice. Once you use the orbitals in a correlated calculation with an explicit $1/r_{12}$, you need the projector again.

The numerical check accompanying this answer compares the splitting, the resonance position and the mixing weights with full diagonalization.

## Calculated quantities

```
nuclear charge Z = 32, exponents N = 12, c = 137.035999 a.u.
unscaled exponents from 10 to 1000000 bohr^-2, ratio 2.8480
2c^2 = 37557.730 hartree
pair states: ++ 78, +- 144, -- 78
bare +- pairs within c^2 of 2*eps_1s for N = 8, 12, 16: 5 14 24
UNTUNED BASIS, eta = 1
unprojected levels below the bound-like one: 187
weight of Phi in the bound-like level: 1.00000000
lowest unprojected level: -810749.2 hartree
TUNED BASIS
crossings found in the scan: 7
weakest and strongest |v|: 2.404e-04, 1.802e-02 hartree
selected scale factor eta = 1.3217335448
eps_1s = -519.1614 hartree (exact Dirac -519.1768)
eps_2s = -130.1768 hartree (exact Dirac -130.2459)
1s-1s repulsion J = 20.4144 hartree (exact density 20.4160)
2*eps_1s = -1038.3227 hartree
2*eps_1s + J = -1017.9083 hartree
no-pair energy E0 = -1018.039986 hartree = -27702.28 eV
dominant pair: eps_p = 53489.415, eps_n = -54580.475 hartree
bare pair energy eps_p + eps_n = -1091.060 hartree
diagonal repulsion in that pair = 73.012 hartree
weight of that pair in the crossing level = 1.0000
total +- weight of the crossing level = 1.000000
pair-level slope d(omega-E0)/d(eta) = 16216.05 hartree
shift of resonance by other levels = 1.4684e-04 hartree
resonance position from full H = 1.4691e-04 hartree
predicted splitting 2|v| = 3.604074e-02 hartree
splitting from full H = 3.604074e-02 hartree = 9.8072e-01 eV
Phi weights at resonance: 0.5000, 0.5000
detuning, lower-E0, upper-E0 (hartree), Phi weight lower, upper
  -1.0812e-01 -1.1090e-01 +3.0713e-03 0.0257 0.9743
  -1.8020e-02 -2.9011e-02 +1.1284e-02 0.2764 0.7236
  +1.8020e-02 -1.0990e-02 +2.9304e-02 0.7236 0.2764
  +1.0812e-01 -2.7775e-03 +1.1119e-01 0.9743 0.0257
change of E0 over these detunings = 1.79e-07 hartree
PROJECTION
unprojected levels below the resonant doublet: 186
projected levels below E0: 0
projected gap E1-E0 = 376.2186 hartree, lower bound 368.5702
E0 change, projector of field Z-5/16: -2.646e-04 hartree
E0 change, free-electron projector: -4.335e+00 hartree
```
